Classical anharmonic free energy at order T², from one coordinate to many, part 1

(Sections cited here and not found follow in the second part.)

## One coordinate: the coefficient and its test on a Morse oscillator

**The decision**

Suppose the free energies of two phases of an alloy are to be compared. An interatomic potential has supplied relaxed structures, energies and harmonic frequencies. At high temperature the harmonic free energy may not be accurate enough, and one must decide whether to add an anharmonic correction and which derivatives of the potential it needs. Fourth derivatives can be averaged in first-order perturbation theory, whereas third derivatives contribute nothing at first order. It is tempting to compute the quartic part alone. The answer depends on the power of temperature at which the cubic part first appears. It appears at the same power as the quartic part, and in the first example below, leaving it out gives a correction of the wrong sign.

**Setting and conventions**

We start with one classical particle of mass m in a potential V(x). The minimum is at x = 0, with V(0) = 0, and it is the only global minimum. Near it,

V(x) = ½ k x² + (1/6) g x³ + (1/24) h x⁴ + v₅ x⁵ + v₆ x⁶ + …,  k > 0.

Here k, g and h are the second, third and fourth derivatives at the minimum. The factors 1/6 and 1/24 belong to the Taylor series and are not absorbed in g and h. Hartree atomic units are used, and T denotes the thermal energy, Boltzmann's constant times the absolute temperature. Entropies and heat capacities are then numbers, in units of k_B. The potential itself does not depend on T.

The classical partition function is an integral over momentum and position. The momentum integral gives √(2πmT), whatever the potential, so it cancels when the harmonic partition function is divided out. The mass goes with it. What remains is

F − F_harm = −T ln(Z/Z_harm),

Z = ∫ exp[−V(x)/T] dx,

Z_harm = ∫ exp[−k x²/(2T)] dx = √(2πT/k).

We assume that Z converges. This assumption will need attention for the Morse potential.

**Which terms belong to order T²**

A thermal displacement has a size of order √T, so we set x = √T y and keep y fixed as T becomes small. Each power of x brings a factor √T, and the division by T removes two such factors:

V/T = ½ k y² + √T a₃ + T a₄ + T^(3/2) a₅ + T² a₆ + …,

a₃ = g y³/6,  a₄ = h y⁴/24,  a₅ = v₅ y⁵,  a₆ = v₆ y⁶.

The first term is independent of T and defines a Gaussian weight. Angle brackets denote the normalized average with that weight, exp(−k y²/2). The factor √T from dx cancels between Z and Z_harm, so

Z/Z_harm = ⟨exp(−√T a₃ − T a₄ − T^(3/2) a₅ − …)⟩.

We expand the exponential and collect equal powers of √T. The square of the exponent, divided by two, gives T a₃²/2 + T^(3/2) a₃a₄ + …, and its cube, with the factor −1/6, begins with −T^(3/2) a₃³/6. Therefore

exp(…) = 1 − √T a₃ + T (½ a₃² − a₄) + T^(3/2) (−a₅ + a₃a₄ − a₃³/6) + O(T²).

The coefficient of √T is odd in y, and so is that of T^(3/2), whose terms have degrees 5, 7 and 9. Their Gaussian averages vanish. The same holds at every odd power of √T. A factor a_j has degree j and carries j − 2 powers of √T, and these two numbers differ by an even number, so a product of such factors has the parity of its power of √T. Hence

Z/Z_harm = 1 + T ⟨½ a₃² − a₄⟩ + O(T²).

Since ln(1 + u) = u + O(u²), the logarithm has the same term linear in T. Multiplication by −T gives

F − F_harm = T² (⟨a₄⟩ − ½ ⟨a₃²⟩) + O(T³).

In the original variable, with V₃ and V₄ the cubic and quartic parts of V, this reads

F − F_harm = ⟨V₄⟩ − ⟨V₃²⟩/(2T) + O(T³).

The first term is first-order perturbation theory for the quartic part. The second is second-order theory for the cubic part. It contains two cubic factors, which scale as T³ together, and one division by T. That is why the two meet at T². The fifth and sixth derivatives first enter F at T³, through ⟨a₃a₅⟩ and ⟨a₆⟩.

The expansion concerns the low-temperature behaviour of the true integral. It does not replace V by a cubic or quartic polynomial, whose integral might diverge. Close to the minimum V exceeds ¼ k x², so the Taylor remainder is controlled by a Gaussian. Away from the minimum V exceeds some positive constant c, and that region contributes a term suppressed roughly as exp(−c/T), which is smaller than any power of T. A second minimum of equal depth would break this argument.

**The Gaussian averages**

The weight w = exp(−k y²/2) obeys y w = −(1/k) dw/dy. Integration by parts then gives, for any positive integer n,

⟨y^(n+1)⟩ = (n/k) ⟨y^(n−1)⟩.

Starting from ⟨1⟩ = 1, we obtain

⟨y²⟩ = 1/k,  ⟨y⁴⟩ = 3/k²,  ⟨y⁶⟩ = 15/k³.

The two parts are therefore

⟨a₄⟩ = (h/24)(3/k²) = h/(8k²),

½ ⟨a₃²⟩ = ½ (g²/36)(15/k³) = 5g²/(24k³).

The result for one coordinate is

F − F_harm = A T² + O(T³),

A = h/(8k²) − 5g²/(24k³).

**Signs and a bound**

A positive h makes the well steeper than its parabola and raises the free energy. The cubic part cannot depend on the sign of g, since reflecting the coordinate changes the sign of g and leaves Z unchanged. That it lowers the free energy follows from convexity. On one side the well is softened and on the other it is stiffened by the same amount, but the Boltzmann factor is convex, and the gain in weight on the soft side exceeds the loss on the stiff side.

The same convexity gives a general bound. Let W be the whole anharmonic part of V. The average of an exponential is at least the exponential of the average, so

Z/Z_harm = ⟨exp(−W/T)⟩ ≥ exp(−⟨W⟩/T),

F − F_harm ≤ ⟨W⟩.

To order T² the right-hand side is h T²/(8k²), since the cubic average vanishes. The quartic term alone is thus an upper bound at this order, and the cubic term has the sign that the bound requires.

The two parts cancel when h = 5g²/(3k). A well with a small A may therefore be strongly anharmonic.

**The Morse oscillator**

The Morse potential is a typical pair bond, in which the cubic part of A is about twice the quartic part (the ratio is 15/7 here and close to 2 for the Lennard-Jones 12-6 potential):

V(x) = D (1 − e^(−ax))² = D (1 − 2e^(−ax) + e^(−2ax)).

Its nth derivative at x = 0, for n ≥ 1, is D(−a)ⁿ(2ⁿ − 2). Hence

k = 2Da²,  g = −6Da³,  h = 14Da⁴.

The two parts of A become

h/(8k²) = 14Da⁴/(32D²a⁴) = 7/(16D),

5g²/(24k³) = 180D²a⁶/(192D³a⁶) = 15/(16D).

Their difference is

A = 7/(16D) − 15/(16D) = −1/(2D).

The range parameter a has dropped out, because ax can be used as the coordinate, and the change of scale cancels between Z and Z_harm. The quartic part alone would give +7/(16D), which has the wrong sign.

**The plateau**

The assumption that Z converges fails here. For large x the potential tends to D, the integrand tends to exp(−D/T), and the integral over the whole line is infinite. Physically, a particle with unlimited room will eventually leave the well. The free energy of the bound oscillator is defined by cutting the integral off at some x_c on the plateau. A plateau of length L adds about L exp(−D/T) to Z. With t = T/D and Z_harm = √(πt)/a, its relative contribution is

δZ/Z_harm ≈ aL e^(−1/t)/√(πt).

This is beyond every power of t as t → 0 at fixed L. The coefficient A does not depend on the cutoff, although the free energy at a given temperature does.

**A second road to the same coefficient**

The Morse integral allows a check that uses no derivatives g or h. Let s = 1 − e^(−ax). Then e^(−ax) = 1 − s and dx = ds/[a(1 − s)], so that

Z = (1/a) ∫ exp(−s²/t)/(1 − s) ds,

where s runs from −∞ to s_c = 1 − e^(−ax_c), which is less than 1. The potential has become purely quadratic, and the anharmonicity now sits in the factor 1/(1 − s). For small t the weight is concentrated near s = 0, where this factor is 1 + s + s² + …. Odd powers average to zero up to exponentially small terms. The Gaussian in s has variance t/2, so its even moments are

⟨s²⟩ = t/2,  ⟨s⁴⟩ = 3t²/4,  ⟨s⁶⟩ = 15t³/8.

This gives the asymptotic series

Z/Z_harm ~ 1 + t/2 + 3t²/4 + 15t³/8 + ….

We take the logarithm with ln(1 + u) = u − u²/2 + u³/3 − …. The t² coefficient is 3/4 − 1/8 = 5/8. The t³ coefficient is 15/8 − 3/8 + 1/24 = 37/24. Multiplying by −T = −Dt,

F − F_harm ~ −D (t²/2 + 5t³/8 + 37t⁴/24 + …).

The leading term is −T²/(2D), in agreement with the derivative formula. The next term gives the size of what is neglected:

(F − F_harm)/(A T²) = 1 + 5t/4 + 37t²/12 + ….

The series for Z has coefficients (2n − 1)!!/2ⁿ. The ratio of successive terms is (2n + 1)t/2, which eventually exceeds 1 for any positive t, so the series diverges. It is useful at small t when stopped early.

**Numbers**

Take the round model values D = 0.10 hartree and a = 1 per bohr. Then k = 0.2, g = −0.6 and h = 1.4 in atomic units, and

A = 1.4/(8 × 0.04) − 5 × 0.36/(24 × 0.008) = 4.375 − 9.375 = −5 per hartree.

Quadrature of the full Morse integral, extrapolated to T = 0, gives −5.000000 per hartree. The same extrapolation gives −0.62500 for the t³ coefficient of F/D, against −5/8.

At 1000 K, T = 3.1668 × 10⁻³ hartree and t = 0.0317. The formula gives

A T² = −5 × (3.1668 × 10⁻³)² = −5.014 × 10⁻⁵ hartree, or −1.36 meV.

Quadrature gives −5.230 × 10⁻⁵ hartree, or −1.42 meV. The ratio of quadrature to formula is 1.043, and the estimate 1 + 5t/4 gives 1.040. At 300 K the ratio is 1.012 and at 2000 K it is 1.096. The quartic term alone would give +4.388 × 10⁻⁵ hartree at 1000 K.

At 1000 K, moving the cutoff from ax = 4 to ax = 40 changes the anharmonic free energy by a relative 1.4 × 10⁻¹⁰. At t = 0.2 the same move changes (F − F_harm)/D from −0.030 to −0.077, while the leading formula gives −0.020. There the plateau matters, and no further terms of the series can repair this, since they contain no information about the size of the box.

**Entropy, energy and heat capacity**

For a fixed potential, A is a constant. Differentiation of F_anh = A T² gives

S_anh = −dF_anh/dT = −2AT,

E_anh = F_anh + T S_anh = −A T²,

C_anh = dE_anh/dT = −2AT.

A negative A means more entropy and a heat capacity above the harmonic value. For the Morse oscillator −2AT = t. The next term follows from C = −T d²F/dT² applied to −5Dt³/8, which gives 15t²/4. At 1000 K the sum is 0.03167 + 0.00376 = 0.0354 k_B. Quadrature, which obtains the heat capacity from the fluctuations of the potential energy, gives 0.0362 k_B.

These formulas are classical. They need T well above the vibrational quantum √(k/m), with ħ = 1, and also well below D. The limit T → 0 used above defines coefficients within classical mechanics. It does not describe a real oscillator near absolute zero, where zero-point motion takes over. With k = 0.2 and a mass of 56 u the quantum corresponds to about 440 K, so the 300 K figure above is a classical model value that lies outside the stated range. For that mass the quantum Morse levels give a ratio to A T² of 1.12 at 300 K and 1.05 at 1000 K, against the classical 1.012 and 1.043. Lighter masses deviate more.

## Many coordinates: the tensor formula, mean displacements and a chain

**What is carried over**

T is the thermal energy in hartree, and F_harm is the classical harmonic free energy at the same fixed volume. For one coordinate with derivatives k, g and h, the anharmonic free energy is A T² + O(T³), with A = h/(8k²) − 5g²/(24k³). For a free Morse bond of depth D, k = 2Da², g = −6Da³, h = 14Da⁴ and A = −1/(2D). The general form, before the averages are evaluated, is

F − F_harm = ⟨V₄⟩ − ⟨V₃²⟩/(2T) + O(T³).

The scaling x = √T y and the parity argument used powers of the coordinates and nothing else about them, so this line also holds for many coordinates x_i. We again require a unique global minimum at x = 0 and a convergent integral. Let K_ij be the Hessian there, assumed positive definite, G = K⁻¹ its inverse, and Φ_ijk and Φ_ijkl the third and fourth derivatives. Repeated indices are summed:

V = ½ K_ij x_i x_j + (1/6) Φ_ijk x_i x_j x_k + (1/24) Φ_ijkl x_i x_j x_k x_l + ….

**Pairings**

The Gaussian weight is now w = exp(−½ K_ij y_i y_j). Its derivative is ∂w/∂y_l = −K_lm y_m w. Multiplication by G_il gives y_i w = −G_il ∂w/∂y_l, and integration by parts yields, for any polynomial f,

⟨y_i f⟩ = G_il ⟨∂f/∂y_l⟩.

With f = y_j this gives ⟨y_i y_j⟩ = G_ij. Repeated use pairs each y with another in every possible way. For four factors there are three pairings:

⟨y_i y_j y_k y_l⟩ = G_ij G_kl + G_ik G_jl + G_il G_jk.

Since Φ_ijkl is symmetric, all three give the same contraction, so

⟨V₄⟩ = (3/24) T² Φ_ijkl G_ij G_kl = (1/8) T² Φ_ijkl G_ij G_kl.

The square of V₃ contains six factors, y_i y_j y_k from one cubic vertex and y_l y_m y_n from the other. There are 5 × 3 × 1 = 15 pairings, of two kinds. In the first kind every factor is paired with one from the other vertex. The factor y_i has three possible partners, y_j then has two and y_k has one, which makes 6 pairings. In the second kind one pair lies inside each vertex and a single line joins the vertices. There are three choices of the inner pair in each vertex, which makes 9. The total is 15, as required. Hence

⟨V₃²⟩ = (T³/36) [6 Φ_ijk Φ_lmn G_il G_jm G_kn + 9 Φ_ijk Φ_lmn G_ij G_kl G_mn].

Multiplication by −1/(2T) turns the prefactors into −6/72 = −1/12 and −9/72 = −1/8. The coefficient is

A = (1/8) Φ_ijkl G_ij G_kl − (1/12) Φ_ijk Φ_lmn G_il G_jm G_kn − (1/8) Φ_ijk Φ_lmn G_ij G_kl G_mn.

We call the three contributions the quartic, three-line and one-line terms.

The T² coefficient of the classical anharmonic free energy has been derived for one coordinate, checked on the Morse oscillator, and extended to many coordinates as a sum of quartic, three-line and one-line terms. What remains is to interpret the one-line term, test the tensor formula on a chain, and establish where it fails and when the correction is worth computing.
